Incident flux in a feature from backward diffuse trajectories at frozen coverage

**What goes wrong when molecules are followed forward**

A hole 100 nm wide and 1000 nm deep is exposed to a reactive gas, and the growth rate is wanted on a floor patch of 5 nm by 5 nm. The direct method sends molecules in through the mouth and counts impacts on the patch. The mouth area is π(50 nm)² = 7854 nm², so the patch has 0.0032 of it. In the example worked below, the floor receives 0.068 of the open-surface flux. The expected number of impacts on the patch per entering molecule is then 0.0032 × 0.068 = 2.2 × 10⁻⁴, or one impact per 4600 molecules. Halving the patch width makes this four times worse.

Starting at the patch and running backwards makes every trajectory relevant, but the right launch law and weights are not obvious. For one re-emission law treated below, plain reversal gives a relative flux of 0.185 where the true value is 0.271. The rule therefore has to be derived together with its conditions.

**Stage 1: walls that absorb everything**

The feature is cut into a flat wafer. Its walls are opaque, and molecules cross it without colliding with each other. Γ(x) is the number of molecules striking unit area at x per unit time, whether or not they stick. Γ0 is the same quantity on the flat open surface. Angles θ are measured from the surface normal pointing into the gas.

Let the gas above be isotropic, with one-way intensity I: the number of molecules per time, per solid angle and per area perpendicular to the motion. A surface element presents the projected area cosθ, so

Γ0 = ∫ I cosθ dΩ = 2πI ∫₀^{π/2} cosθ sinθ dθ = πI.

In free flight I is constant along a ray. A point x inside the feature therefore receives intensity I from each direction in which it sees the gas, and nothing from absorbing walls:

Γ(x) = I ∫_open cosθ dΩ = Γ0 V(x),  V(x) = (1/π) ∫_open cosθ dΩ.

Now launch trajectories from x with probability cosθ dΩ/π, the cosine law. This is normalized, because cosθ integrates to π over the hemisphere. V(x) is the probability that such a trajectory leaves through the mouth without touching a wall.

Limits: on the open surface V = 1. At the floor centre of a cylinder of radius R and depth H, the mouth fills a cone of half-angle α, and

V = 2 ∫₀^α cosθ sinθ dθ = sin²α = R²/(R² + H²).

For R = 50 nm and H = 1000 nm this is 1/401 = 0.0025. The floor flux of 0.068 quoted above is far larger, so there most of the supply arrives after wall impacts.

**Stage 2: re-emission in a spherical cavity**

Let a molecule stick with probability β and otherwise leave promptly by the cosine law, with no memory of its arrival. β does not depend on angle or speed.

How much of the flux leaving y arrives at x? The element dA_y re-emits (1−β)Γ(y) dA_y molecules per time, a fraction cosθ_y dΩ_y/π of them into dΩ_y. Seen from y at distance r, the element dA_x fills dΩ_y = cosθ_x dA_x/r². Dividing by dA_x, the flux at x from dA_y is

K(x,y) (1−β)Γ(y) dA_y,  K(x,y) = cosθ_x cosθ_y/(πr²),

with K = 0 if the two points do not see each other.

Take a sphere of radius a, cut by the wafer plane. The missing cap is a fraction f of the full spherical area. A chord meets the sphere at equal angles at its two ends, and its length is r = 2a cosθ. Hence

K = cos²θ/(π · 4a² cos²θ) = 1/(4πa²).

A cosine launch from any wall point is thus equally likely to head for every part of the full sphere. It heads for the missing cap, and so escapes, with probability f. With uniform β the flux is uniform too:

Γ/Γ0 = f + (1−f)(1−β) Γ/Γ0,

Γ/Γ0 = f/[1 − (1−f)(1−β)] = f/[f + β(1−f)].

Backwards, a trajectory makes n impacts before escaping with probability f(1−f)ⁿ. Multiply its weight by 1−β at each impact. The mean weight is

Σₙ f(1−f)ⁿ(1−β)ⁿ = f/[1 − (1−f)(1−β)],

which is the same flux.

Conservation gives a check that does not use reversal. A cap of height h has area 2πah, so f = h/(2a). The flat mouth has area πh(2a−h) = 4πa² f(1−f), and the wall has area 4πa²(1−f). Molecules entering must stick or leave:

Γ0 · 4πa² f(1−f) = Γ · 4πa²(1−f)[β + (1−β)f].

Cancelling 4πa²(1−f) gives Γ/Γ0 = f/[β + f − βf], as before. For β = 1 this is f, the direct view of stage 1. For β = 0 it is 1: without loss, even a cavity with a small mouth reaches the full open-surface flux in the steady state.

**Stage 3: any shape and any frozen coverage**

Let β(y) now vary over the surface. "Frozen" means that the coverage, and hence β, does not change noticeably during a molecule's stay in the feature, so the flux is the steady one for the present β. With g = Γ/Γ0 and s = 1−β, adding direct and re-emitted flux gives

g(x) = V(x) + ∫ K(x,y) s(y) g(y) dA_y.

Two properties turn this forward balance into a backward walk. First, K(x,y) = K(y,x). Second, the solid angle of dA_y seen from x is dΩ = cosθ_y dA_y/r², so

cosθ_x dΩ/π = K(x,y) dA_y.

The left side is the cosine launch probability from x. K(x,y) is therefore also the probability density for that launch to land at y. Since the launch either escapes or lands,

V(x) + ∫ K(x,y) dA_y = 1.

Insert the balance into its own right side:

g(x) = V(x) + ∫ K(x,y)s(y)V(y) dA_y + ∫∫ K(x,y)s(y)K(y,z)s(z)g(z) dA_z dA_y.

The first term is direct escape. The second is landing at y, taking the factor s(y), and then escaping. After N such insertions the terms without g add up to

Σₙ E_x[s(X₁)s(X₂)…s(Xₙ); escape after n impacts],  n = 0 to N.

Here X₁, X₂, … are the impact points of a trajectory launched from x and diffusely re-emitted at each impact, and E_x is the mean over launches. The n = 0 product is 1.

The remainder contains g after N+1 impacts. Since 0 ≤ s ≤ 1, its size is at most the largest value of |g| times the probability that the trajectory is still inside then. Suppose each surface point has a direct escape probability of at least ε > 0, as in an open cylinder of finite depth. The remainder is then at most a constant times (1−ε)^(N+1), and it vanishes as N grows. The series has non-negative terms and a sum of at most 1, and putting it back into the balance reproduces it. It is thus the one bounded solution:

Γ(x)/Γ0 = E_x[W],  W = ∏ᵢ [1 − β(Xᵢ)].

For a patch of finite area, average both sides over the area by choosing the launch point uniformly on it. The launch carries no factor 1−β(x), because Γ counts arrivals before the sticking decision. A later return to the patch is an ordinary impact and does carry the factor. The uptake is βΓ.

Limit: for β = 0 every W is 1, so Γ = Γ0 everywhere. This was tested forwards in a cylinder of depth 4 radii. Entrants from the mouth gave a floor flux of 1.000 ± 0.007. The total number of impacts per entrant should equal the ratio of inner surface to mouth, (2π·4 + π)/π = 9, and came out as 8.97 ± 0.04. Errors here and below are one standard error.

With β = 0.1 + 0.1z/R, where z is depth, the wall band from z = 1.6R to 2.4R was treated in three ways. Counting forward gave 0.2417 ± 0.0013 and backward weights gave 0.2407 ± 0.0011. A direct solution of the flux balance on rings, with exchange areas taken from the view factors of coaxial disks, gave 0.2407.

**Which mean is meant**

Weighted trajectories all escape, apart from a set of probability zero, so the mean over escaping trajectories is the mean over all launches. One may instead kill a trajectory with probability β at each impact and score B = 1 on escape, B = 0 otherwise. For a given path the survival probability is W, so the mean of B is again g. The killed trajectories must be counted as zeros. Averaging B over the survivors alone gives 1, whatever the flux.

Because 0 ≤ W ≤ 1, we have W² ≤ W, while B² = B. Therefore

Var W = E[W²] − g² ≤ g − g² = Var B.

This compares single launches, not equal work. For the floor of the deep hole treated below, the spread per launch was 0.149 with weights and 0.246 with killing, but the mean numbers of impacts were 191 and 20.9. Variance times impacts is 0.149² × 191 = 4.2 for weights and 0.246² × 20.9 = 1.3 for killing. If work is measured by impacts, killing is about three times more efficient in this case, in spite of its larger variance.

Discarding long trajectories is not a harmless saving, because it removes non-negative terms from the series. Stopping after 50 impacts gave 0.0467 ± 0.0010 for that floor, where the ring balance gives 0.0684. The result is low by about 32% of the correct value.

**Stage 4: when the angular laws are not diffuse**

Suppose the gas delivers to the open surface a flux per solid angle proportional to cos^q θ. Since ∫cos^q θ dΩ = 2π/(q+1), this flux is Γ0 (q+1)cos^q θ/(2π). Dividing by cosθ gives the intensity, and dividing again by the isotropic value Γ0/π gives

(q+1)μ^(q−1)/2,

where μ is the cosine to the wafer normal. The backward trajectory is unchanged, but its weight is multiplied by this factor at escape.

Suppose next that the source is isotropic but the walls re-emit with a lobe cos^m θ. The kernel becomes

K_m(x,y) = (m+1)cos^m θ_y cosθ_x/(2πr²) = K(x,y) · (m+1)cos^(m−1)θ_y/2.

K_m is not symmetric in general. One can still launch backwards with the cosine law, including after each impact. The weight at impact y then gets the extra factor (m+1)cos^(m−1)θ_y/2, where θ_y is the angle at which the backward trajectory arrives. Weights may now exceed 1, so neither the remainder bound nor the variance inequality of the diffuse case carries over.

Limits: q = 1 and m = 1 make both factors 1. Away from them, the same shallow hole gave the following.

- Source with q = 4, floor flux: forward 0.242 ± 0.001, backward with the factor 0.238 ± 0.002, without it 0.149 ± 0.001.
- Walls with m = 3, band flux: forward 0.271 ± 0.001, backward with the factor 0.272 ± 0.002. Launching and re-emitting backwards with the cos³ lobe itself gave 0.185 ± 0.001.

**Stage 5: how old the arriving molecules are**

In the diffuse case, each broken line from the mouth to x contributes to the forward flux in proportion to its backward probability times W. Reversal leaves its length L unchanged. The mean distance already flown by molecules arriving at x is therefore

⟨L⟩ = E_x[W L]/E_x[W].

For the shallow band this gave 5.22 radii, against 5.21 from forward trajectories.

To turn distance into time, assume that molecules enter and are re-emitted with thermal speeds at one temperature T. The speed distribution in a flux is proportional to v³exp(−v²/u²), with u² = 2kT/m and m now the molecular mass. Hence

⟨1/v⟩ = ∫v²exp(−v²/u²)dv / ∫v³exp(−v²/u²)dv = (√π u³/4)/(u⁴/2) = √π/(2u).

The mean speed of the gas is v̄ = 2u/√π, so ⟨1/v⟩ = 1/v̄. Leg lengths do not depend on speed, so the mean flight age is ⟨L⟩/v̄.

**An oxygen pulse in a deep hole**

Consider the O2 pulse of an oxygen-based atomic layer deposition process at 550 K and 0.10 Torr (13.33 Pa), in the hole of the opening paragraph. To test the method with a sharp front, the coverage is prescribed as

c(z) = 1/{1 + exp[(z − 400 nm)/(50 nm)]},  β = 0.05(1 − c),

with 5.0 molecules/nm² at full coverage. The floor takes the value at z = 1000 nm. This profile is not the outcome of a pulse simulated with the same sticking law. Starting from an empty hole, that law gives a much broader front: when the coverage at 400 nm reaches one half, it is about 0.75 at 200 nm and 0.16 at the floor, and the relative floor flux is about 0.077. The fluxes and growth rates below belong to the prescribed profile.

With v̄ = 603.3 m/s and kT = 7.594 × 10⁻²¹ J, the open-surface flux is

Γ0 = nv̄/4 = p v̄/(4kT) = 13.33 × 603.3/(4 × 7.594 × 10⁻²¹) = 2.65 × 10²³ m⁻² s⁻¹.

Backward trajectories gave these relative fluxes, with the ring balance in brackets:

- 200 nm: 0.613 ± 0.005 (0.612)
- 400 nm: 0.327 ± 0.004 (0.329)
- 600 nm: 0.152 ± 0.003 (0.152)
- 800 nm: 0.082 ± 0.002 (0.080)
- floor: 0.068 ± 0.001 (0.068)

Killed trajectories gave 0.065 ± 0.002 for the floor, about two standard errors below the ring balance.

The coverage grows at the rate βΓ divided by the site density. At 400 nm this is

0.025 × 0.329 × 2.65 × 10²³/(5.0 × 10¹⁸) = 436 s⁻¹ = 0.44 per ms.

At 200 nm the rate is 0.03 per ms, although the flux is higher, because few sites are free. At the floor almost all sites are free, but the flux is low and the rate is 0.18 per ms. Of the five places, the one at the front grows fastest.

The flux at 200 nm is already 39% below the open-surface value, although β there is only 0.0009. Since 1 − ∏(1−βᵢ) ≤ Σβᵢ, the wall above 200 nm could cause this loss alone only with a mean of at least 0.39/0.0009 ≈ 430 impacts there. Trajectories launched at 200 nm make only about 85 impacts in the whole hole. The loss must therefore come mainly from trajectories that wander deeper, where β is larger. Solving the flux balance with β set to zero below 200 nm confirms this: the relative flux at 200 nm rises from 0.612 to 0.997.

**Does the example satisfy its own assumptions?**

Molecules reaching the floor have flown 4.37 μm on average, after 41.6 earlier impacts, both with a sampling uncertainty of about 1%. With a rough collision diameter of 0.36 nm, the free path in pure O2 at this pressure is 0.99 mm; a carrier gas would shorten it roughly in inverse proportion to the total pressure. If the gas in the hole were as dense as outside, about 0.4% of these molecules would have collided on the way. Uptake makes it thinner there, so this is an upper estimate. The relevant length is the whole path, not the hole width.

The flight age is 4.37 μm/(603 m/s) = 7.2 ns. At the largest growth rate in the hole, the coverage changes by 4 × 10⁻⁶ in that time. For an assumed binding energy of 0.20 eV and attempt time of 10⁻¹³ s, waiting on the walls adds only 0.28 ns. Freezing the coverage is a good approximation for these numbers.

Uptake by the wafer makes the incoming gas slightly anisotropic. As a simple estimate, which ignores the finer angular structure close to the wafer, write the intensity as I₀(1 + bμ), with μ > 0 for molecules moving towards the wafer. The net flux is

2πI₀ ∫₋₁¹ (μ + bμ²)dμ = 4πI₀b/3.

If the wafer takes up a fraction η of the incident flux, this is about ηπI₀, so b = 3η/4. Each hole retains 0.176 of what enters. With holes over 30% of the wafer, and neglecting uptake on the nearly saturated surface between them, η = 0.053 and b = 0.040. The one-way flux is πI₀(1 + 2b/3), so the escape factor is (1 + bμ)/(1 + 2b/3). It raises the relative floor flux by about 0.4%.

**The model beside a real process**

The pressure, temperature and hole size are rough values of the kind met in deposition into deep features, and none is meant to be extreme. The sticking probability is the weak point, because it depends strongly on the surface and its preparation. With the coverage profile held fixed, doubling the bare-surface value to 0.10 lowers the relative floor flux from 0.068 to 0.026. Real O2 uptake often involves dissociation, which may need two free sites. Replacing 1 − c by (1 − c)², with the bare value and the profile unchanged, raises the floor flux to 0.077. Allowing for molecular size by narrowing the hole radius by half a collision diameter lowers it by 0.9%. For the relative flux Γ/Γ0 in this model, uncertain surface chemistry thus matters far more than the gas-transport corrections estimated here. The absolute growth rates also assume that the stated O2 pressure is maintained right at the wafer. With η = 0.053 the wafer takes up 1.4 × 10²² molecules m⁻² s⁻¹, while a 1 cm layer of gas at 0.10 Torr holds only 1.8 × 10¹⁹ m⁻², about 1.3 ms of supply. In a real reactor, and especially with a carrier gas through which O2 must diffuse, Γ0 can therefore fall well below p v̄/(4kT), and it must be taken from the reactor-scale flow. Uptake that depends on arrival angle or speed, and slow desorption of molecules counted as stuck, are not included. The numerical output gives further digits for most of the values quoted.

Computed results

```
SHALLOW HOLE: depth/radius 4.0 ; wall band z/radius 1.6 to 2.4
sticking 0.1 + 0.1 z/radius; trajectories per run 80000
(value, standard error); fluxes relative to open surface
no sticking, floor flux: 1.0003 0.0067
no sticking, impacts per entrant: 8.969 0.039
band flux, forward:  0.2417 0.0013
band flux, backward: 0.2407 0.0011
band flux, ring balance: 0.2407
hole uptake, forward: 0.6213 0.0013
hole uptake, ring balance: 0.6212
mean path to band/radius, fwd, bwd: 5.209 5.221
source lobe power 4 , floor flux:
  forward 0.2421 0.0014
  backward with source factor 0.2381 0.0020
  backward without factor 0.1489 0.0010
re-emission lobe power 3 , band flux:
  forward 0.2714 0.0014
  backward with impact factor 0.2718 0.0017
  backward reusing the lobe 0.1852 0.0010
O2 EXAMPLE: hole diameter 100 nm, depth 1000 nm
temperature 550 K, pressure 0.10 Torr
bare sticking 0.05, front 400 nm, width parameter 50 nm
full coverage 5.0 molecules/nm2
mean speed 603.3 m/s
open-surface flux 2.648e+23 molecules/(m2 s)
depth nm, coverage, sticking, backward flux, error, balance, growth 1/ms
  200 0.98201 0.00090 0.6130 0.0048 0.6119 0.0291
  400 0.50000 0.02500 0.3267 0.0041 0.3291 0.4357
  600 0.01799 0.04910 0.1524 0.0027 0.1517 0.3944
  800 0.00034 0.04998 0.0815 0.0018 0.0802 0.2123
 1000 0.00001 0.05000 0.0681 0.0011 0.0684 0.1812
(last row is the floor); hole uptake probability 0.1760
floor flux, 200 and 400 rings: 0.06846 0.06842
floor, killed trajectories: 0.0647 0.0017
spread per launch, weighted and killed: 0.1489 0.2460
impacts per launch, weighted and killed: 191.0 20.9
floor, cut after 50 impacts: 0.0467 0.0010
NEGLECTED EFFECTS, for molecules reaching the floor
mean path 4.368 um, mean earlier impacts 41.6
O2 collision diameter 0.36 nm, free path 0.989 mm
path/free path 0.00442
flight age 7.240 ns, largest coverage drift in it 3.85e-06
binding 0.20 eV, attempt time 1.0e-13 s
stay per impact 6.802 ps, total 0.2832 ns
hole area fraction 0.30, gas anisotropy 0.0396
floor flux change from anisotropy 0.425 percent
floor flux change from molecular size -0.928 percent
floor flux with two-site sticking law 0.0766
floor flux with doubled bare sticking 0.0262
```
